# Why Many Small Pinholes Leak More Than One of Equal Area

## A tenfold difference at equal open area

A polyethylene film carries a thin metal-oxide coating and faces ammonia gas. In the model treated here, one circular pinhole of radius 2000 nm in a 1 mm square patch lets through $5.6\times10^{8}$ molecules/s. Replace it by 100 well-separated pinholes of radius 200 nm. The open area is unchanged, $1.26\times10^{7}$ nm², yet the leak becomes $5.6\times10^{9}$ molecules/s. Ten times more gas passes through the same area of missing coating.

The hole itself offers almost no resistance. What limits the leak is the spreading of dissolved gas into the polymer beneath, and the ease of spreading grows with the radius of the hole, not with its area.

## The model

Gas dissolves at the mouth of each hole and diffuses through the polymer. Let $c$ be the dissolved concentration, $D$ its constant diffusivity, and $c_0$ the value in equilibrium with the gas, proportional to pressure. In steady state the flux density is $\mathbf j=-D\nabla c$, and conservation of molecules gives

$$\nabla^2c=0 .$$

On the mouth $c=c_0$. Under the intact coating no gas enters, so the normal derivative of $c$ vanishes there. The polymer is first taken to be very deep, with $c\to0$ far away. The algebra contains no quantum constants and reads the same in atomic units or in nm and s.

The condition $c=c_0$ requires that gas reach the mouth easily. In a gas of number density $n$ and mean speed $\bar v$, half the molecules move towards the surface, with mean normal speed $\bar v/2$, so $n\bar v/4$ arrive per area and time. For an empty 200 nm hole at 100 Torr and 298 K, the polymer takes up about $9\times10^{-7}$ of this supply. The 20 nm coating is much thinner than the hole is wide, so its walls do not change that conclusion.

## Why radius counts

Measure all lengths in units of the radius $a$. The problem is then the same for every hole, so $c/c_0$ depends on position divided by $a$. The concentration gradient is of order $c_0/a$ and the mouth area of order $a^2$. The total flow is therefore

$$J=k\,D\,\frac{c_0}{a}\,a^2=k\,Dc_0a ,$$

with a pure number $k$. A smaller hole has less area but a steeper gradient, and one power of $a$ cancels.

To find $k$, start with a point source of strength $J$ on the coated surface. Its flow spreads over hemispheres of area $2\pi r^2$, so $J=-2\pi r^2D\,dc/dr$. Integrating, with $c=0$ far away, gives $c=J/(2\pi Dr)$. A flux density $j$ spread over the mouth produces the sum of such fields:

$$c=\frac1{2\pi D}\int\frac{j\,dA}{r}.$$

We need a $j$ that makes $c$ uniform on the disc. Try

$$j(\rho)=\frac{J}{2\pi a\sqrt{a^2-\rho^2}},$$

where $\rho$ is the distance from the centre. Its total is right, because

$$\int_0^a j\,2\pi\rho\,d\rho=\frac Ja\Big[-\sqrt{a^2-\rho^2}\Big]_0^a=J .$$

Now choose any point P on the disc and use polar coordinates about it, $dA=r\,dr\,d\varphi$. The factor $r$ cancels the $1/r$. What remains is an integral of $j$ along each chord through P, with the chord directions covering an angle $\pi$. Let a chord lie at distance $d$ from the centre and have half-length $L=\sqrt{a^2-d^2}$. With $u$ measured from its midpoint, $\rho^2=d^2+u^2$, so $a^2-\rho^2=L^2-u^2$ and

$$\int_{-L}^{L}\frac{du}{\sqrt{L^2-u^2}}=\pi .$$

Every chord gives the same value, wherever P lies. Hence

$$c=\frac1{2\pi D}\,\frac J{2\pi a}\,\pi\cdot\pi=\frac{J}{4Da}.$$

Setting this equal to $c_0$ gives

$$J=4Dc_0a .$$

No other solution exists. The difference $w$ of two solutions would vanish on the mouth and have no flux through the coating. Integrating $w\nabla^2w=0$ by parts then gives $\int|\nabla w|^2dV=0$, since the far surface contributes nothing, and so $w=0$. A numerical solution that imposed $c=c_0$ on the mouth, without assuming the form of $j$, gave $k=4.0000$.

## What the flow looks like

The flow within radius $\rho$ is the fraction $1-\sqrt{1-\rho^2/a^2}$ of the total. The inner half of the area, $\rho^2=a^2/2$, carries 29% and the outer half 71%. Gas entering near the rim can spread sideways under the coating. This division is the same for every radius, so rim crowding alone does not explain the tenfold gain. The depth of the gradient does.

On the axis at depth $z$, each mouth element lies at distance $\sqrt{\rho^2+z^2}$, so

$$c(z)=\frac{J}{2\pi aD}\int_0^a\frac{\rho\,d\rho}{\sqrt{a^2-\rho^2}\sqrt{\rho^2+z^2}} .$$

Put $s=\sqrt{a^2-\rho^2}$, so $\rho\,d\rho=-s\,ds$ and $\rho^2+z^2=a^2+z^2-s^2$. The integral becomes

$$\int_0^a\frac{ds}{\sqrt{a^2+z^2-s^2}}=\arcsin\frac a{\sqrt{a^2+z^2}}=\arctan\frac az ,$$

and with $J=4Dc_0a$,

$$c(z)=\frac{2c_0}{\pi}\arctan\frac az .$$

The concentration falls to half at $z=a$: 200 nm below a small hole, 2000 nm below the large one. The drop is the same but takes place over a tenth of the distance.

## The square-root law

Let the single hole have radius $a_1$. Equal total area means $N\pi a^2=\pi a_1^2$, so $a=a_1/\sqrt N$. If the holes do not disturb one another,

$$J_N=N\,4Dc_0\frac{a_1}{\sqrt N}=\sqrt N\,J_1 .$$

For the example, rough values are $D=10^7$ nm²/s and a sorption coefficient of $7\times10^{-5}$ molecules/(nm³ Torr). At 100 Torr this gives $c_0=7\times10^{-3}$ molecules/nm³, and

$$J_1=4(10^7)(7\times10^{-3})(2000)=5.6\times10^8\ \text{molecules/s}.$$

Each small hole passes one tenth of this, and there are 100 of them. Per area of patch, the two leaks are 1.8 and 18 cm³(STP)/(m² day). The mean flux density in the mouths rises from 45 to 446 molecules/(nm² s).

Among round holes, equal ones are the worst case for given $N$ and given open area. For separated holes of radii $a_i$ and mean radius $\bar a$, the leak is $4Dc_0\sum a_i$. From $\sum(a_i-\bar a)^2\ge0$ follows $\sum a_i^2\ge N\bar a^2=(\sum a_i)^2/N$, hence

$$\sum_i a_i\le\sqrt{N\sum_i a_i^2},$$

with equality for equal radii. A mixture of sizes thus gains less than $\sqrt N$ over one hole of the same area. Elongated defects are worse: an elliptical hole ten times longer than it is wide leaks 1.34 times as much as a round hole of the same area.

## How far apart is well separated?

Each hole raises the concentration under its neighbours, which weakens the gradients there. For spacings much larger than $a$, a neighbour acts as a point source, and its field is nearly uniform over another mouth. The condition at hole $i$ is then

$$c_0=\frac{J_i}{4Da}+\sum_{j\ne i}\frac{J_j}{2\pi Dr_{ij}} .$$

If the flows are nearly equal, multiply by $4Da$ and solve:

$$J\simeq\frac{4Dc_0a}{1+S},\qquad S=\frac{2a}\pi\sum_{j\ne i}\frac1{r_{ij}} .$$

The requirement is $S\ll1$. This is stronger than spacing much larger than radius, because $1/r$ falls slowly and many distant holes add up.

To see how strongly, spread $N$ holes evenly over a circular patch of radius $R$ on deep polymer. At its centre the sum is about

$$\frac N{\pi R^2}\int_0^R\frac{2\pi r\,dr}{r}=\frac{2N}R,\qquad S\approx\frac{4Na}{\pi R}.$$

For many holes with spacing $b$, where $Nb^2=\pi R^2$, this is $S\approx(4/\sqrt\pi)\sqrt N\,a/b$. The spacing needed for independence grows as $\sqrt N$. When $S\gg1$, the estimate for the total leak becomes $4NDc_0a/S=\pi Dc_0R$. The hole radius has dropped out, and the patch leaks roughly like one open disc of radius $R$, for which the factor is 4 instead of $\pi$. Further subdivision then gains little.

A numerical solution that resolved every mouth in a $4\times4$ array on deep polymer shows the effect. At a spacing of ten radii, each hole passed on average 0.66 of the flow of a lone hole. The point-source equations give 0.65, which is the more accurate value: the coarse cells overstate the ratio by about 1%. The gain over one hole of equal area was 2.6 instead of 4. At 1000 radii it was 3.91. There $S$ is below $(2/\pi)(15/1000)$, or 1%, so interaction cannot account for the whole 2.3% deficit from 4. The rest is numerical error of the coarse cells; the point-source equations give 3.98.

## A polymer of finite thickness

Let the back face, at depth $h$, be swept clean so that $c=0$ there. A source on the top surface can be given this condition by images. A negative source at depth $2h$ cancels it on the back face. A second negative source at $-2h$ restores zero flux through the coating. Its own mirror image in the back face is a positive source at $4h$, and so on. At the top surface, $1/r$ is therefore replaced by

$$\frac1r+2\sum_{m=1}^\infty\frac{(-1)^m}{\sqrt{r^2+4m^2h^2}} .$$

For the hole's own images set $r=0$. Since $\sum(-1)^m/m=-\ln2$, the added term is $-\ln2/h$. To leading order in $a/h$ this is uniform over the mouth, so

$$c_0=\frac J{4Da}-\frac{J\ln2}{2\pi Dh}
\quad\Rightarrow\quad
J=\frac{4Dc_0a}{1-2a\ln2/(\pi h)} .$$

The near back face helps the gas out. At $h=5a$ the formula gives an increase by a factor 1.097; a solution that resolved the mouth with coarse cells gave 1.093, and most of the small difference is error of the cells.

With $h=50{,}000$ nm, the correction for the large hole is $2(2000)(0.693)/(50{,}000\pi)=0.018$, an increase of 1.8%. For a small hole it is 0.18%.

The back face also screens the holes from each other. The slowest sideways decay belongs to the profile $\cos(\pi z/2h)$, which has zero slope at the coating and vanishes at the back. Laplace's equation then requires the sideways curvature to be $(\pi/2h)^2$ times the concentration, so distant influence falls at least as fast as $e^{-\pi r/2h}$. At the chosen spacing of 100,000 nm, or $2h$, the mean influence, with images included in $S$, is 0.0007. Finite thickness and neighbours together change the gain from 10 to 9.83, mostly because the large hole profits more from the back face.

Now keep the 100 holes, their size and the film, and reduce the spacing to 2000 nm. The holes are still ten radii apart, but $S$ rises to 1.49 and the gain falls to 4.0. Assuming equal flows would give $10/(2.486\times1.018)=3.95$, slightly below the solved 4.02. The full equations let the outer holes, which have less crowded surroundings, leak more than the inner ones.

## When polymer fills the holes

A topcoat may fill the pinholes with polymer. Suppose that the filling has the same $D$ and sorption as the film, and that $c=c_0$ at the top of the channel. Gas must now diffuse through a plug of length $t$ before it spreads. Define the resistance $\mathcal R=c_0/J$. The plug alone has $t/(\pi a^2D)$ and the spreading region $1/(4aD)$. Their sum is a lower bound, because it assumes a uniform concentration across the junction.

To prove this, note that integration by parts gives $D\int|\nabla c|^2dV=c_0J$. Let a trial profile $v=c+w$ have the same values at the top and far away. The cross term $\int\nabla c\cdot\nabla w\,dV$ vanishes, since $\nabla^2c=0$, the walls carry no flux, and $w=0$ at both ends. Thus $D\int|\nabla v|^2dV\ge c_0J$. Take $v$ linear in the plug, falling to $v_m$, followed by the disc solution with mouth value $v_m$. The integral is

$$\frac{\pi a^2D}{t}(c_0-v_m)^2+4Da\,v_m^2 ,$$

and is smallest when the two flows match. Its value is then $c_0^2$ divided by the sum of the two resistances. So $J$ cannot exceed $c_0$ divided by that sum.

Adding the resistances for both arrangements gives an estimate of the gain. With $x=4t/(\pi a)$, a small hole has $\mathcal R=(1+x)/(4aD)$. For the large hole, $a_1=\sqrt N\,a$ gives $\mathcal R_1=(1/\sqrt N+x/N)/(4aD)$. Hence

$$\frac{J_N}{J_1}=\frac{N\mathcal R_1}{\mathcal R}\approx\frac{\sqrt N+x}{1+x}.$$

For $x\ll1$ this is $\sqrt N$. For $x\gg\sqrt N$ it tends to 1, because the flow through long plugs is proportional to area. For filled holes, the square-root law therefore requires $t$ to be much smaller than the radius of the small holes.

At $t=20$ nm, $x=0.127$ and the estimate is 9.0. Solving for the flux across the junction gives 8.8. The estimate is slightly high because even a short plug evens out the flow and weakens its concentration at the rim, which raises the spreading resistance of the small holes by a larger fraction. At $t=2000$ nm the solved gain is 1.68, and there the estimate, 1.66, is slightly low; a ratio of two bounds is not itself a bound. A coating 2 mm thick, quoted purely as a limit, gives 1.00. These three values are for separated holes on deep polymer.

## Setting the model beside a real film

Oxide coatings of tens of nanometres on polymer films of tens of micrometres are real barrier structures, and the thicknesses here are of that kind. The transport values for ammonia in polyethylene are rough. They scale both leaks equally and cancel from the gain. The regular grid and the single hole size are idealisations; real defects vary in size and shape and may cluster. The crowded case shows that clustering can matter: a spacing of ten radii takes the gain from 9.8 to 4.0. Ammonia may also change $D$ as it dissolves, an effect not included.

The intact coating must also be tight. If its permeability (diffusivity times sorption) is $P_c$ and that of the polymer is $P$, its background leak through the patch area $A$ is at most $P_cpA/t$ at pressure $p$, while the large hole passes $4Ppa_1$. The background stays below 1% of the latter if

$$\frac{P_c}{P}<0.01\,\frac{4a_1t}{A}=0.01\,\frac{4(2000)(20)}{10^{12}}=1.6\times10^{-9}.$$

This is a demanding condition, and whether a given oxide meets it must be measured. A background equal to the leak of the large hole would lower the observed ratio from 10 to $(10+1)/(1+1)=5.5$.

The open area is also a poor guide to the absolute leak. The small holes expose $1.3\times10^{-5}$ of the patch but pass 0.4% of the $1.4\times10^{12}$ molecules/s that cross the uncoated film. Per exposed area, a hole outperforms bare film by

$$\frac{4Dc_0a/(\pi a^2)}{Dc_0/h}=\frac{4h}{\pi a}=318 .$$

Bare film spreads the concentration drop over its whole thickness; a small hole confines most of it to a few radii.

## What to do about it

**Count radii, not areas.** For separated, empty, round holes much smaller than the film thickness, the leak is set by $\sum a_i$. An inspection that reports open area alone can miss a factor of $\sqrt N$. Hole count and size are both needed.

**Do not rely on a thicker film.** At fixed hole size, doubling $h$ halves the leak of uncoated film but hardly changes that of an isolated pinhole, whose resistance lies mostly within a few radii of the mouth. Thickening also weakens the screening between holes, so an array responds more. For the 100 holes here, doubling $h$ lowers the leak by only 0.35% at the chosen spacing and by 3 to 5% at spacings of 10 to 100 radii. An array many film thicknesses wide, with spacing $b$ below $h$, has $S\approx4ah/b^2$, because its holes together act as a uniform flux through the film. Only when this exceeds 1 does the leak approach that of bare film and fall as $1/h$.

**Lengthen the path through small holes.** If the holes are filled with the same polymer, the added resistance matters once $t$ is comparable with $a$. At $t=2000$ nm, the resistance estimate puts the leak of a 200 nm hole lower by a factor $1+x\approx14$, and that of the 2000 nm hole by $1+4/\pi\approx2.3$. The benefit is lost if the holes stay empty, since gas then reaches the film easily.

**Wait for steady state.** In a film initially free of gas, with holes as sparse as in the example, the slowest transient has the profile $\cos(\pi z/2h)$ and decays at the rate $D(\pi/2h)^2$. Its decay time is $4h^2/(\pi^2D)$, with $h^2/D=250$ s here, or about 100 s. The flux through the back face reaches 94% of its steady value after three such times and 99% after five, so leaks should be compared only then. Extended dense arrays settle faster.

The values used above are collected in the numerical output below.

## Numbers as computed

```
Solved disc factor J/(D c0 a): 4.0000
Solved flow share of outer half of hole area: 0.7071
Solved c/c0 on axis at depth a: 0.5000
Resolved gain, 16 holes 1000 radii apart: 3.907
Resolved gain, 16 holes 10 radii apart: 2.584
Flow per hole / lone hole, 10 radii apart: 0.658
Resolved film/half-space flow at h = 5a: 1.0934
Formula for the same ratio: 1.0968
Number of small holes N: 100
Radius of single hole: 2000 nm
Radius of each small hole: 200 nm
Total hole area, either case: 1.2566e+07 nm^2
Coating thickness: 20 nm
Polymer thickness: 50000 nm
Spacing of small holes: 100000 nm
Patch area: 1.0e+12 nm^2
Diffusivity (rough): 1.0e+07 nm^2/s
Sorption (rough): 7.0e-05 molecules/(nm^3 Torr)
Ammonia pressure: 100 Torr
Temperature: 298 K
Mouth concentration c0: 7.00e-03 molecules/nm^3
Ideal leak, single hole: 5.600e+08 molecules/s
Ideal leak, each small hole: 5.600e+07 molecules/s
Ideal leak, all small holes: 5.600e+09 molecules/s
Single-hole leak: 1.80 cm3(STP)/(m2 day)
Small-hole total leak: 18.01 cm3(STP)/(m2 day)
Ideal gain: 10.000
Mean flux, single: 44.56 molecules/(nm^2 s)
Mean flux, small: 445.63 molecules/(nm^2 s)
Film/half-space leak, single hole: 1.0180
Neighbour influence at chosen spacing: 0.00068
Gain with film thickness and neighbours: 9.834
Crowded spacing (10 radii): 2000 nm
Neighbour influence when crowded: 1.486
Gain when crowded: 4.015
Polymer leak / gas supply, small empty hole: 9.04e-07
Gain, polymer-filled holes, 20 nm coating: 8.807
Gain, polymer-filled, 2000 nm coating: 1.683
Gain, filled, 2000000 nm (limit): 1.001
Uncoated film leak, same patch: 1.400e+12 molecules/s
Small-hole total / uncoated leak: 0.00400
Coating/polymer permeability for 1% of J1: 1.60e-09
Diffusion time h^2/D: 250 s
```
